# Critical angle of silicon for 1.54 angstrom X-rays: test program

```python
"""Critical angle for total X-ray reflection from silicon.

Result under test: sin(alpha_c) = wavelength * sqrt(r_e * rho / pi)
  alpha_c : grazing angle, measured from the surface
  rho     : electron density;  r_e : classical electron radius
Refractive index n = 1 - delta + i*beta, time factor exp(-i*omega*t).
The formula is compared with the motion of a driven electron, a sum of
scattered wavelets, and direct integration of the wave equation.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import solve_ivp, trapezoid
from scipy.optimize import brentq

r_e = const.physical_constants["classical electron radius"][0]
wavelength = 1.54e-10          # m
rho = 0.70e30                  # electrons per m^3
k = 2 * np.pi / wavelength     # 1/m
omega = const.c * k            # rad/s

# Derived formulas
contrast = r_e * wavelength**2 * rho / np.pi       # 1 - n^2
delta = contrast / 2
alpha_c = np.arcsin(np.sqrt(contrast))
q_c = 4 * np.pi * np.sin(alpha_c) / wavelength
depth = 1 / q_c

# Rough inputs used only to size neglected effects
attenuation_length = 70e-6     # m
extra_electrons = 0.3          # binding correction per silicon atom
edge_energy = 1.8              # keV, silicon K shell
oxide_thickness = 2.0          # nm
oxide_rho = 0.66e30            # electrons per m^3
beam_height = 0.1              # mm
angle_error = 0.005            # degree
mass_density = 2.3             # g/cm^3
molar_mass = 28.0              # g/mol
atomic_number = 14

photon_energy = const.h * const.c / wavelength / const.e / 1000
binding_ratio = edge_energy / photon_energy
beta = wavelength / (4 * np.pi * attenuation_length)


# Driven electron: time in 1/omega, displacement in e*E/(m*omega^2).
# Weak damping removes the starting transient.
def driven_amplitude(resonance_ratio):
    damping = 0.02
    end = 2 * np.pi * 260
    times = np.linspace(end - 20 * np.pi, end, 4001)
    motion = solve_ivp(
        lambda t, y: [y[1], -np.cos(t) - damping * y[1]
                      - resonance_ratio**2 * y[0]],
        (0, end), [0.0, 0.0], t_eval=times, method="DOP853",
        rtol=1e-8, atol=1e-10)
    return trapezoid(motion.y[0] * np.cos(times), times) / (10 * np.pi)


free_amplitude = driven_amplitude(0.0)
bound_amplitude = driven_amplitude(binding_ratio)
# Damping changes the amplitude by about damping^2 = 4e-4.
assert abs(free_amplitude - 1) < 1e-3
assert abs(bound_amplitude - 1 / (1 - binding_ratio**2)) < 1e-3
susceptibility = (-rho * const.e**2 * free_amplitude
                  / (const.epsilon_0 * const.m_e * omega**2))
assert abs(-susceptibility / contrast - 1) < 1e-3

# Wavelets from a thin sheet, with a soft aperture and dipole factor.
# Distances are in 1/k; finite distance and aperture cost about 1e-3.
sheet_distance = 2000.0
aperture = 2000.0
R = np.linspace(sheet_distance, 12000.0, 1000001)
window = np.exp(-(R**2 - sheet_distance**2) / aperture**2)
dipole = (1 + (sheet_distance / R)**2) / 2
wavelet_sum = 2 * np.pi / k * trapezoid(
    np.exp(1j * (R - sheet_distance)) * window * dipole, R)
index_change = -r_e * rho * wavelet_sum / (1j * k)
delta_wavelets = -index_change.real
assert abs(delta_wavelets / delta - 1) < 3e-3
assert abs(index_change.imag / delta) < 3e-3

# Wave equation in nm: psi'' + k^2*(n^2 - cos(alpha)^2)*psi = 0.
# Integrate slope = psi'/psi from the back of a layer to its front.
k_nm = k * 1e-9


def normal_square(alpha, n_squared):
    return k_nm**2 * (n_squared - np.cos(alpha)**2)


def front_slope(alpha, n_squared, thickness, back_slope):
    square = normal_square(alpha, n_squared)
    result = solve_ivp(lambda z, u: -square - u**2, (thickness, 0),
                       np.array([back_slope], dtype=complex),
                       method="DOP853", rtol=1e-9, atol=1e-11)
    assert result.success
    return result.y[0, -1]


def reflectivity_from_slope(alpha, slope):
    outside = 1j * k_nm * np.sin(alpha)
    return abs((outside - slope) / (outside + slope))**2


def slab_slope(alpha, n_squared, thickness):
    vacuum_slope = 1j * k_nm * np.sin(alpha)
    return front_slope(alpha, n_squared, thickness, vacuum_slope)


def fresnel_reflectivity(alpha, n_squared):
    outside = k_nm * np.sin(alpha)
    inside = np.sqrt(normal_square(alpha, n_squared) + 0j)
    return abs((outside - inside) / (outside + inside))**2


# The index here comes from the wave-medium constants, not from alpha_c.
n2_lossless = 1 - rho * const.e**2 / (
    const.epsilon_0 * const.m_e * omega**2)
below = 0.95 * alpha_c
above = 1.05 * alpha_c
R_below = reflectivity_from_slope(
    below, slab_slope(below, n2_lossless, 300))
R_above = reflectivity_from_slope(
    above, slab_slope(above, n2_lossless, 300))
assert abs(R_below - 1) < 1e-6
assert R_above < 0.75

tiny_angle = 0.01 * alpha_c
tiny_slope = slab_slope(tiny_angle, n2_lossless, 100)
depth_numeric = -1 / (2 * tiny_slope.real)      # nm
assert abs(depth_numeric / (depth * 1e9) - 1) < 2e-4
assert abs(q_c / (4 * np.sqrt(np.pi * r_e * rho)) - 1) < 1e-10

# A thick absorbing slab must reproduce the Fresnel formula.
n2_absorbing = n2_lossless + 2j * beta
largest_difference = 0.0
for ratio in (0.5, 0.95, 1.0, 1.2):
    angle = ratio * alpha_c
    R_wave = reflectivity_from_slope(
        angle, slab_slope(angle, n2_absorbing, 3000))
    difference = abs(R_wave - fresnel_reflectivity(angle, n2_absorbing))
    largest_difference = max(largest_difference, difference)
assert largest_difference < 1e-5

R_at_critical = fresnel_reflectivity(alpha_c, n2_absorbing)
half_bare = brentq(
    lambda a: fresnel_reflectivity(a, n2_absorbing) - 0.5,
    0.9 * alpha_c, 1.2 * alpha_c)
n2_oxide = 1 - r_e * wavelength**2 * oxide_rho / np.pi + 2j * beta


def oxide_reflectivity(alpha):
    substrate = 1j * np.sqrt(normal_square(alpha, n2_absorbing))
    slope = front_slope(alpha, n2_oxide, oxide_thickness, substrate)
    return reflectivity_from_slope(alpha, slope)


half_oxide = brentq(lambda a: oxide_reflectivity(a) - 0.5,
                    0.9 * alpha_c, 1.2 * alpha_c)

# Practical consequences and checks on the input
rho_bound = rho * (1 + extra_electrons / atomic_number)
alpha_bound = np.arcsin(wavelength * np.sqrt(r_e * rho_bound / np.pi))
rho_mass = (mass_density * 1e6 / molar_mass * const.N_A
            * atomic_number)
shifted = alpha_c + np.radians(angle_error)
rho_shifted = np.pi * np.sin(shifted)**2 / (r_e * wavelength**2)
footprint = beam_height / np.sin(alpha_c)
assert round(np.degrees(alpha_c), 2) == 0.22
assert abs(rho_mass / rho - 1) < 0.03


def show(label, value, unit="", digits=4):
    print(f"{label}: {value:.{digits}g} {unit}".rstrip())


show("Wavelength", wavelength * 1e10, "angstrom")
show("Electron density", rho * 1e-30, "per cubic angstrom")
show("Classical electron radius", r_e, "m")
show("r_e*rho", r_e * rho, "m^-2")
show("r_e*rho/pi", r_e * rho / np.pi, "m^-2")
show("sqrt(r_e*rho/pi)", np.sqrt(r_e * rho / np.pi), "m^-1")
show("delta", delta)
show("delta from wavelet sum", delta_wavelets)
show("sin(alpha_c)", np.sin(alpha_c))
show("Critical angle", alpha_c, "rad")
show("Critical angle", np.degrees(alpha_c), "degree")
show("Relative error of sin(a)=a", alpha_c / np.sin(alpha_c) - 1,
     digits=2)
show("Q_c", q_c * 1e-9, "nm^-1")
show("Normal wave scale 2*pi/Q_c", 2 * np.pi / q_c * 1e9, "nm", 3)
show("Evanescent intensity depth", depth * 1e9, "nm", 3)
show("Depth from wave equation", depth_numeric, "nm", 3)
show("Slab R at 0.95 alpha_c, no loss", R_below)
show("Slab R at 1.05 alpha_c, no loss", R_above, digits=3)
show("Slab thickness in that test", 300, "nm")
show("Photon energy", photon_energy, "keV", 3)
show("Rough K-shell energy", edge_energy, "keV", 2)
show("Free-electron amplitude ratio", free_amplitude)
show("Bound-electron amplitude ratio", bound_amplitude)
show("Rough binding correction", extra_electrons, "electron/atom")
show("Critical angle with binding", np.degrees(alpha_bound), "degree")
show("Binding shift of angle", 100 * (alpha_bound / alpha_c - 1),
     "percent", 2)
show("Rough attenuation length", attenuation_length * 1e6,
     "micrometre", 2)
show("beta", beta, digits=2)
show("beta/delta", beta / delta, digits=2)
show("R at alpha_c with absorption", R_at_critical, digits=2)
show("Largest Fresnel-wave difference", largest_difference, digits=2)
show("Half-height angle, bare", np.degrees(half_bare), "degree")
show("Rough oxide thickness", oxide_thickness, "nm", 2)
show("Rough oxide density", oxide_rho * 1e-30,
     "per cubic angstrom", 2)
show("Half-height angle, oxide", np.degrees(half_oxide), "degree")
show("Oxide shift of half-height",
     np.degrees(half_oxide - half_bare), "degree", 2)
show("Beam height", beam_height, "mm", 2)
show("Footprint at alpha_c", footprint, "mm", 3)
show("Angle reading error", angle_error, "degree", 2)
show("Resulting density error", 100 * (rho_shifted / rho - 1),
     "percent", 2)
show("Rough mass density", mass_density, "g/cm^3", 2)
show("Rough molar mass", molar_mass, "g/mol", 2)
show("Electron density from mass", rho_mass * 1e-30,
     "per cubic angstrom", 2)
print("OK")
```

Running it gives:

```
Wavelength: 1.54 angstrom
Electron density: 0.7 per cubic angstrom
Classical electron radius: 2.818e-15 m
r_e*rho: 1.973e+15 m^-2
r_e*rho/pi: 6.279e+14 m^-2
sqrt(r_e*rho/pi): 2.506e+07 m^-1
delta: 7.445e-06
delta from wavelet sum: 7.445e-06
sin(alpha_c): 0.003859
Critical angle: 0.003859 rad
Critical angle: 0.2211 degree
Relative error of sin(a)=a: 2.5e-06
Q_c: 0.3149 nm^-1
Normal wave scale 2*pi/Q_c: 20 nm
Evanescent intensity depth: 3.18 nm
Depth from wave equation: 3.18 nm
Slab R at 0.95 alpha_c, no loss: 1
Slab R at 1.05 alpha_c, no loss: 0.404
Slab thickness in that test: 300 nm
Photon energy: 8.05 keV
Rough K-shell energy: 1.8 keV
Free-electron amplitude ratio: 0.9996
Bound-electron amplitude ratio: 1.052
Rough binding correction: 0.3 electron/atom
Critical angle with binding: 0.2235 degree
Binding shift of angle: 1.1 percent
Rough attenuation length: 70 micrometre
beta: 1.8e-07
beta/delta: 0.024
R at alpha_c with absorption: 0.65
Largest Fresnel-wave difference: 4.7e-10
Half-height angle, bare: 0.2239 degree
Rough oxide thickness: 2 nm
Rough oxide density: 0.66 per cubic angstrom
Half-height angle, oxide: 0.2239 degree
Oxide shift of half-height: -5.9e-05 degree
Beam height: 0.1 mm
Footprint at alpha_c: 25.9 mm
Angle reading error: 0.005 degree
Resulting density error: 4.6 percent
Rough mass density: 2.3 g/cm^3
Rough molar mass: 28 g/mol
Electron density from mass: 0.69 per cubic angstrom
OK
```
